Threshold shift by the back gate in a fully depleted thin-film transistor, part 1

(Sections cited here and not found follow in the second part.)

Part 1. The shift when the film charge is frozen

A circuit calculation with dual-gate thin-film transistors has to settle how the second gate enters the model. One choice is to solve the electrostatics of the film again at every back-gate voltage. The other is to keep the characteristic found at one back-gate voltage and slide it along the front-gate axis by a constant number of volts per back-gate volt. The second choice is much cheaper, but it needs the right constant and a range of bias over which that constant holds. For a film whose charge does not respond to the back gate, the constant is a ratio of capacitances, and the film itself contributes to one of them.

Let x run from the front to the back of the film, so that the film fills 0 < x < t. Its permittivity is ε. The front insulator has capacitance C_f per unit area and the back insulator has C_b. The film, regarded as a dielectric layer, has

C_s = ε/t.

The front gate is at voltage V_f and the back gate at V_b, both measured from the source. The electrostatic potential in the film is φ(x), with surface values φ_f = φ(0) and φ_b = φ(t). Each gate has an offset, Φ_f or Φ_b, which collects the work-function difference and the effect of any charge fixed inside the insulator. The voltages that act on the film are then V_f − Φ_f and V_b − Φ_b. The channel is taken to be long and the drain voltage small, so that the potential varies through the thickness much faster than along the channel and the problem is one-dimensional.

The word threshold needs a definition before its shift can be calculated. In this first part it means the front-gate voltage at which the front surface potential reaches a chosen value φ_T. The motive is that the electron density at the front surface depends on φ_f through a steep exponential, so that a chosen small current corresponds to a nearly fixed φ_f. How nearly is worked out in the second part. The small channel charge present at threshold is also held fixed, and it is counted as part of the sheet charge q_f at the front interface.

"Fully depleted" must be read with some care in a disordered film. What the derivation needs is that the charge density ρ(x) behind the channel stays the same when V_b changes. A film empty of mobile electrons meets this condition if its remaining charge sits on ionized donors. It does not meet it if localized states in the gap fill and empty as the potential moves. The first calculation takes ρ(x) as frozen but otherwise arbitrary, and the responding states are added afterwards.

Let D(x) = −ε dφ/dx be the electric displacement in the film, counted positive from front to back. In the front insulator the displacement in this direction is C_f times the voltage drop across that insulator, from the gate to the film surface. Crossing the interface adds the sheet charge q_f. Just inside the film, therefore,

D₀ = C_f(V_f − Φ_f − φ_f) + q_f.     (1)

Inside the film, Gauss's law reads dD/dx = ρ. Integration from the front surface gives

D(x) = D₀ + ∫₀ˣ ρ(x′) dx′.

The potential drop across the film is the integral of D/ε over the thickness:

φ_f − φ_b = (1/ε) ∫₀ᵗ D(x) dx
          = D₀t/ε + (1/ε) ∫₀ᵗ dx ∫₀ˣ ρ(x′) dx′.

In the double integral, the charge at x′ is counted for every x between x′ and t, which is a length t − x′. Exchanging the order of integration therefore leaves a single integral. With the definitions

Q = ∫₀ᵗ ρ(x) dx,     M = ∫₀ᵗ (t − x) ρ(x) dx,

the drop is

φ_f − φ_b = D₀/C_s + M/ε.     (2)

At the back surface the displacement has grown to D₀ + Q. The sheet charge q_b of the back interface is added on leaving the film, and the result is the displacement in the back insulator. That displacement is C_b times the drop from the film surface to the back gate:

D₀ + Q + q_b = C_b(φ_b − V_b + Φ_b).     (3)

The sign differs from that in (1) because a displacement directed from front to back leaves the front gate but arrives at the back gate.

The unwanted quantity is φ_b. From (2), φ_b = φ_f − D₀/C_s − M/ε. Putting this in (3) gives

D₀ + Q + q_b = C_b(φ_f − V_b + Φ_b − M/ε) − (C_b/C_s)D₀.

Collecting the terms in D₀ on the left,

D₀(1 + C_b/C_s) = C_b(φ_f − V_b + Φ_b − M/ε) − (Q + q_b).

The bracket on the left is (C_s + C_b)/C_s. Division by it turns the factor C_b on the right into the series capacitance

C_sb = C_sC_b/(C_s + C_b),

and it multiplies the last term by C_s/(C_s + C_b), which is the same as C_sb/C_b. Hence

D₀ = C_sb(φ_f − V_b + Φ_b − M/ε) − (C_sb/C_b)(Q + q_b).     (4)

Equation (1), solved for the front-gate voltage with φ_f = φ_T, reads

V_T = Φ_f + φ_T + (D₀ − q_f)/C_f.     (5)

In (4) and (5), with φ_f held at φ_T, the back-gate voltage appears in one place, the term −C_sbV_b in D₀. The derivative is

dV_T/dV_b = −C_sb/C_f = −C_sC_b/[C_f(C_s + C_b)].     (6)

This is the threshold shift per back-gate volt. The doping profile, the interface charges and the gate offsets all enter V_T, but they enter as constants. They move the straight line of V_T against V_b without turning it. The sign of the carriers has not been used either, so the same slope holds for a hole channel under the corresponding conditions.

A balance of charge gives the same result in one line and shows its meaning. Let V_b change by δV_b and let V_f change by the amount δV_f that keeps φ_f where it was. Seen from the pinned front surface, the back gate lies behind the film and the back insulator in series, so its charge changes by C_sbδV_b. The front gate lies behind the front insulator, so its charge changes by C_fδV_f. No other charge in the structure has changed, and the whole must stay neutral. Therefore C_fδV_f + C_sbδV_b = 0, which is (6). A more positive back gate carries more positive charge, and the front gate must give up an equal amount if the front surface is to stay at threshold.

It is useful to see what happens when the front gate is held fixed instead. Setting the right-hand sides of (1) and (4) equal and keeping the terms that contain voltages gives

C_f(V_f − φ_f) = C_sb(φ_f − V_b) + constant,

so that

φ_f = (C_fV_f + C_sbV_b + constant)/(C_f + C_sb).     (7)

The front surface is a node fed through two capacitors. It follows the front gate with weight C_f/(C_f + C_sb) and the back gate with weight C_sb/(C_f + C_sb). Along a line of constant φ_f the two contributions cancel, and the ratio of the weights, with a minus sign, is again (6).

The same expression separates the threshold shift from the steepness of the turn-on. Suppose that the front interface has states whose charge follows the local potential as −C_itfφ_f. This term adds C_itf to the denominator of (7) and leaves the numerator as it was. Both weights shrink by the same factor and their ratio does not change. Front-interface states in equilibrium with the channel therefore make the turn-on more gradual, but within this definition of threshold they leave the slope (6) alone.

The limits of (6) follow from the series combination. If the film is thin enough that C_s ≫ C_b, nearly all of the back-gate voltage drops in the back insulator and the slope tends to −C_b/C_f. If instead C_b ≫ C_s, the film is the weaker link and the slope tends to −C_s/C_f. The magnitude has no upper limit of one: it exceeds one whenever C_sb > C_f, that is, when the back gate couples to the front surface more strongly than the front gate does. With insulators of thickness t_f and t_b and permittivities ε_f and ε_b, the reciprocal capacitances add and

dV_T/dV_b = −(t_f/ε_f)/(t/ε + t_b/ε_b).     (8)

For a numerical case, take a film 50 nm thick with relative permittivity 10, a front insulator of 100 nm and a back insulator of 200 nm, both with relative permittivity 3.9. The capacitances are C_f = 34.53 nF/cm², C_b = 17.27 nF/cm² and C_s = 177.08 nF/cm². The series value is

C_sb = 177.08 × 17.27/(177.08 + 17.27) = 15.73 nF/cm²,

and the slope is −15.73/34.53 = −0.456 V/V, or −456 mV per back-gate volt. Leaving out the film would give −17.27/34.53 = −0.500 V/V. That magnitude is too large by the fraction C_b/C_s, which is about 10% of the value from (6). To lower the threshold by 1 V, the back gate has to rise by 1/0.456 = 2.2 V, and not by the 2.0 V that the insulators alone would suggest.

The frozen charge can now be released in stages. Consider first electron states at the back interface that exchange charge with the film. If φ_b rises, their energies fall with respect to the Fermi level and they take up electrons. For small changes, let their charge vary as −C_itφ_b, where C_it is a capacitance per unit area. For a density D_it of states per area and energy, uniform over the energies concerned, a rise δφ_b fills D_itqδφ_b states, each with charge −q, so that C_it = q²D_it.

With φ_f fixed, the changes in (2) and (3) are

δD₀ = −C_sδφ_b,
δD₀ − C_itδφ_b = C_b(δφ_b − δV_b).

Substituting the first into the second gives C_bδV_b = (C_s + C_b + C_it)δφ_b. Hence

δφ_b = C_bδV_b/(C_s + C_b + C_it),

and since δV_T = δD₀/C_f = −C_sδφ_b/C_f,

dV_T/dV_b = −C_sC_b/[C_f(C_s + C_b + C_it)].     (9)

The back-interface states hold the back surface partly in place and so shield the front from the back gate. With D_it = 10¹¹ cm⁻² eV⁻¹, C_it is 16.02 nF/cm², and the slope of the example changes from −0.456 to −0.421 V/V, a reduction of about 8% in magnitude. As C_it grows without limit the slope goes to zero. A layer of mobile carriers at the back surface that is in equilibrium with a contact acts in this way, because a small change of potential there brings a large change of charge.

States in the bulk of the film need a separate calculation, because the potential changes by different amounts at different depths. Let g be their density per volume and energy, again uniform over the energies concerned. A change δφ(x) adds the charge density −q²gδφ. Poisson's equation for the change is then

d²δφ/dx² = κ²δφ,     κ² = q²g/ε.

The front surface is held, so δφ(0) = 0 and the solution is δφ = A sinh κx. The change of displacement is −ε dδφ/dx, which equals −εκA at the front and −εκA cosh κt at the back. The back condition is

−εκA cosh κt = C_b(A sinh κt − δV_b),

from which

A = C_bδV_b/(C_b sinh κt + εκ cosh κt).

The threshold moves by δD₀/C_f = −εκA/C_f, so

dV_T/dV_b = −C_bεκ/[C_f(C_b sinh κt + εκ cosh κt)].     (10)

When κt is small, sinh κt tends to κt and cosh κt to one. The factor κ cancels and (6) returns. The first correction has a simple reading. Division of numerator and denominator by κt replaces εκ by C_s and leaves C_b(sinh κt)/(κt) + C_s cosh κt in the bracket. To second order the added terms are C_b(κt)²/6 and C_s(κt)²/2. The second is the larger if C_s > C_b/3, and it equals q²gt/2. To this order, and for C_s ≫ C_b, bulk states act like back-interface states with half of their total capacitance.

For g = 10¹⁶ cm⁻³ eV⁻¹ the example gives −0.446 V/V, about 2% below the frozen-charge magnitude. For g = 10¹⁷ cm⁻³ eV⁻¹ it gives −0.373 V/V, a reduction of 18%. Between these two densities the assumption of frozen charge passes from good to poor for this film. The thickness matters as well, because the combination that enters is κt.

Whether a trap counts as frozen also depends on time. A state that cannot exchange charge during the measurement contributes to ρ(x) and moves the intercept. A state that follows both gates contributes to C_it or g. If a state follows slow changes of the back gate but not a fast sweep of the front gate, its charge depends on the history of the bias, and V_T is no longer a function of V_b alone.

Part 2. The threshold at fixed current, and the range of the law

The film has thickness t, permittivity ε and capacitance C_s = ε/t. The insulators have capacitances C_f at the front and C_b at the back, and C_sb is the series combination of C_s and C_b. The displacement D is positive from front to back, Q is the fixed film charge per area, and M = ∫(t − x)ρ dx. With the front surface potential held at threshold and the film charge frozen, the threshold V_T moves with the back-gate voltage V_b at the rate −r, where r = C_sb/C_f. In the example C_f = 34.53, C_b = 17.27, C_s = 177.08 and C_sb = 15.73 nF/cm², so r = 0.456.

A measurement does not hold the surface potential. It usually finds the front-gate voltage at which the drain current reaches a chosen small value. If the mobility is constant and the drain voltage is small and fixed, this amounts to a fixed number n_T of mobile electrons per area. The surface potential that gives this number depends on how tightly the electrons are pressed against the front interface, and the back gate alters that pressure. The law therefore acquires a correction, which can be calculated.

With the film charge frozen and the front surface potential held at threshold, the threshold moves by −C_sb/C_f per back-gate volt, and responding states at the back interface or in the bulk reduce the magnitude. It remains to calculate the correction when the current is held fixed instead, and to find the range of back-gate bias over which the constant shift can be used.
